# Why bulk yield stress does not limit a thin metal film

Linear elasticity contains no length of its own. Consider a straight dislocation with Burgers vector of length $b$, lying at depth $h$ below the free surface of a solid with shear modulus $\mu$. Apart from dimensionless quantities, namely the Poisson ratio and the direction of the Burgers vector relative to the line, the force on it per unit length can depend only on $\mu$, $b$ and $h$. It is quadratic in $b$, because the stress field and the slip are each proportional to $b$. The only such combination with the right dimension is $\mu b^2/h$, times a number. Integrated over depth, this gives a line energy proportional to $\mu b^2\ln(h/r_0)$, where $r_0$ is a length of atomic size.

Now let a film of thickness $h$ deform by leaving such a line at its base. Per unit length of line, a film stress $\sigma$ does work proportional to $\sigma hb$. Equating work and line energy gives

$$\sigma\propto \mu\,\frac{b}{h}\ln\frac{h}{r_0}.$$

This stress depends on thickness, and a bulk yield stress has no place for such a term.

## The belief and its appeal

The belief is that a metal film stressed beyond the yield stress of the bulk metal must flow, so that the bulk value caps the film stress. It has good grounds. In a large specimen, dislocations meet lattice friction and obstacles whose spacing is far smaller than the specimen. Changing the specimen's size then leaves the yield stress nearly unchanged, and for metal of a given preparation it can be tabulated like a density.

The film differs in its boundary conditions. It is bonded to a substrate that does not slip, so a dislocation crossing the film cannot leave it cleanly. Its lower end stays at the interface, and every advance lengthens a line there. That cost is shared over the film thickness, and a thin film has little thickness to share it.

To calculate the cost I assume that mobile dislocations are present, the top surface is free, the lines are far apart, and film and substrate have the same isotropic stiffness. Diffusion is set aside until later.

## What the film stress pays for

The film carries equal tension $\sigma$ in all in-plane directions. With $\mathbf f$ the unit film normal, the stress tensor is $\sigma(\mathbf I-\mathbf f\mathbf f)$. Let $\mathbf n$ be the slip-plane normal and $\mathbf d$ the slip direction, with $\mathbf n\cdot\mathbf d=0$. The resolved shear stress is

$$\sigma\,\mathbf n\cdot(\mathbf I-\mathbf f\mathbf f)\cdot\mathbf d=-\sigma(\mathbf n\cdot\mathbf f)(\mathbf f\cdot\mathbf d).$$

Its magnitude is $S\sigma$, where $S=\cos\phi\cos\lambda$; $\phi$ and $\lambda$ are the angles that the slip-plane normal and the slip direction make with the film normal.

Take a face-centred cubic film with $\mathbf f=(1,1,1)/\sqrt3$, and choose $\mathbf n=(-1,1,1)/\sqrt3$ and $\mathbf d=(1,1,0)/\sqrt2$. Then $\cos\phi=1/3$, $\cos\lambda=\sqrt{2/3}$ and $S=0.272$. Six slip systems share this value.

The slip plane cuts the film in a strip of width $h/\sin\phi$. When the dislocation advances by unit length, the work done is

$$\sigma S\,b\,\frac{h}{\sin\phi}=\sigma h b_p,\qquad b_p=\frac{b\cos\phi\cos\lambda}{\sin\phi}.$$

The length $b_p$ is the in-plane part of the Burgers vector perpendicular to the interface line. To see this, note that the edge part $b_e$ lies in the slip plane, perpendicular to the line. Its component along the film normal is $b_e\sin\phi=b\cos\lambda$, and its in-plane component is $b_e\cos\phi$. Eliminating $b_e$ gives $b_p$. The remaining, screw part is $b_s=b/2$ in magnitude, so $b_e=\sqrt3\,b/2$.

## The energy of the line left behind

First consider an edge dislocation in an infinite solid, with Burgers vector $b_x$ along $x$ and its line along $z$. With $r^2=x^2+y^2$, polar angle $\theta$ and Poisson ratio $\nu$, take

$$u_x=\frac{b_x}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],$$

$$u_y=-\frac{b_x}{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right].$$

One circuit raises $\theta$ by $2\pi$, so $u_x$ jumps by $b_x$ as required. Put $D=\mu b_x/[2\pi(1-\nu)]$. Differentiation gives

$$2\mu\,\partial_xu_x=D\left[-\frac{2(1-\nu)y}{r^2}+\frac{y(y^2-x^2)}{r^4}\right],$$

$$2\mu\,\partial_yu_y=D\left[-\frac{(1-2\nu)y}{r^2}+\frac{2x^2y}{r^4}\right].$$

Their sum is $-2(1-2\nu)Dy/r^2$. Hooke's law adds $\nu/(1-2\nu)$ times this sum, namely $-2\nu Dy/r^2$, to each normal stress. Hence

$$\sigma_{xx}=-\frac{Dy(3x^2+y^2)}{r^4},\qquad \sigma_{yy}=\frac{Dy(x^2-y^2)}{r^4}.$$

The shear stress $\mu(\partial_yu_x+\partial_xu_y)$ is likewise $\sigma_{xy}=Dx(x^2-y^2)/r^4$. In polar form the field is $\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r$ and $\sigma_{r\theta}=D\cos\theta/r$. The two equilibrium equations then read

$$\frac{D\sin\theta}{r^2}-\frac{D\sin\theta}{r^2}=0,\qquad \frac{-D\cos\theta-D\cos\theta+2D\cos\theta}{r^2}=0.$$

Now put the dislocation at depth $h$, with $y$ pointing into the solid. The free surface, at $y=-h$ relative to the dislocation, must carry no traction. Its outward normal is $-\hat y$, so the infinite-solid field leaves traction $(-\sigma_{xy},-\sigma_{yy})$ there. We cancel it with an added load $\mathbf F=(\sigma_{xy},\sigma_{yy})$ per unit area.

A line force $\mathbf F$ on the surface of a half-space produces the purely radial stress $\sigma_{rr}=-2\mathbf F\cdot\hat{\mathbf r}/(\pi r)$. It satisfies $\partial_r\sigma_{rr}+\sigma_{rr}/r=0$, leaves the rest of the surface free, and has a harmonic trace, as compatible strains require. Integrated over a half-circle, its traction is $-\mathbf F$, which balances the load.

From surface point $x$ to the dislocation the vector is $\mathbf r=(-x,h)$, so

$$\mathbf F\cdot\mathbf r=-\frac{D(x^2+h^2)(x^2-h^2)}{(x^2+h^2)^2}=-D\,\frac{x^2-h^2}{x^2+h^2}.$$

The cancelling loads therefore produce, at the dislocation,

$$\sigma_{xx}=\frac{2D}{\pi}\int_{-\infty}^{\infty}\frac{x^2(x^2-h^2)}{(x^2+h^2)^3}\,dx=\frac{2D}{\pi h}\left(\frac{3\pi}{8}-\frac{\pi}{8}\right)=\frac{D}{2h}.$$

The substitution $x=h\tan t$ turns the two integrals into those of $\sin^4t$ and $\sin^2t\cos^2t$. The Peach–Koehler force along $y$ is $-\sigma_{xx}b_x$, which points to the surface and has magnitude $\mu b_x^2/[4\pi(1-\nu)h]$.

For a Burgers component $b_y$, rotate the field by a right angle and let $D$ contain $b_y$. On the surface $\mathbf F\cdot\mathbf r=2Dhx/(x^2+h^2)$, and the stress needed is

$$\sigma_{xy}=\frac{4Dh^2}{\pi}\int_{-\infty}^{\infty}\frac{x^2\,dx}{(x^2+h^2)^3}=\frac{D}{2h}.$$

The force has the same form, with $b_y^2$. Terms mixing $b_x$ and $b_y$ have odd integrands and vanish.

The screw part has $u_z=b_s\theta/2\pi$ and surface stress $\sigma_{yz}=\mu b_sx/[2\pi(x^2+h^2)]$. A line force $Q$ along $z$ gives radial shear $-Q/(\pi r)$. The same cancellation yields

$$\sigma_{xz}=\frac{\mu b_s}{2\pi^2}\int_{-\infty}^{\infty}\frac{x^2\,dx}{(x^2+h^2)^2}=\frac{\mu b_s}{4\pi h},$$

and an attraction $\mu b_s^2/(4\pi h)$. Adding the parts gives a total attraction

$$\frac{K}{4\pi h},\qquad K=\mu\left(b_s^2+\frac{b_e^2}{1-\nu}\right).$$

For the copper parameters used below and $h=100$ nm, direct quadrature of the surface loads and this formula both give 3.398 mN/m.

Taking the line from the surface region down to depth $h$ requires work against this attraction:

$$W(h)=\int_{r_0}^{h}\frac{K}{4\pi h'}\,dh'=\frac{K}{4\pi}\ln\frac{h}{r_0}.$$

Elasticity fails near the core. The length $r_0$ therefore absorbs the core energy and all constants of order one.

## The strength of the film

Let $\tau_0$ be the shear stress needed to overcome lattice friction and obstacles. It acts over the whole slipped strip, so the energy balance at the onset of motion is

$$\sigma hb_p=W(h)+\tau_0b\,\frac{h}{\sin\phi}.$$

Divide by $hb_p$ and use $b_p=Sb/\sin\phi$:

$$\boxed{\sigma_y(h)=\frac{\tau_0}{S}+\frac{K}{4\pi hb_p}\ln\frac{h}{r_0}}$$

As $h\to\infty$ the second term vanishes. What remains, $\tau_0/S$, is the bulk limit for this orientation and loading. Since

$$\frac{d}{dh}\left[\frac{\ln(h/r_0)}{h}\right]=\frac{1-\ln(h/r_0)}{h^2},$$

the line term grows on thinning whenever $h>er_0$. The formula itself needs $h\gg r_0$, so within its range thinner means stronger, with $\tau_0$ held fixed.

The moving line gives a second view of the threshold. Let $\psi$ be its angle to the interface, $p=b(S\sigma-\tau_0)$ the net driving force per length, and $B$ a drag coefficient. Treat $W$ as a constant line tension. A shape advancing at speed $V$ has normal speed $V\sin\psi$, so

$$W\frac{d\psi}{ds}=p-BV\sin\psi.$$

The line runs from tangency at the interface, $\psi=0$, to a right angle at the surface, $\psi=\pi/2$. Its height within the slip plane, $w=h/\sin\phi$, is the integral of $\sin\psi\,ds$:

$$w=\int_0^{\pi/2}\frac{W\sin\psi}{p-BV\sin\psi}\,d\psi.$$

At $V=0$ this gives $pw=W$, the same energy balance. At 1.2 times this drive the scaled speed $BVw/W$ is $+0.251$. Below the threshold the sign of the friction matters, because $\tau_0$ opposes retreat as well as advance. Without friction ($\tau_0=0$), 0.9 times the drive gives $-0.128$: the line retreats and shortens its interface segment. With friction, the line stays at rest until $b(S\sigma+\tau_0)$ falls below $W/w$.

## A copper film on silicon

The rough values for copper are $\mu=47$ GPa, $\nu=0.34$ and $b=0.256$ nm. I choose $r_0=b$ and $\tau_0=15$ MPa. The geometry gives $b_s=0.128$ nm, $b_e=0.2217$ nm and $b_p=0.0739$ nm, so

$$K=47\left(0.128^2+\frac{0.2217^2}{0.66}\right)=4.27\ \text{nJ/m}.$$

For $h=100$ nm,

$$W=\frac{4.27}{4\pi}\ln\frac{100}{0.256}=2.03\ \text{nJ/m},\qquad \frac{W}{hb_p}=\frac{2.03}{100\times0.0739}\ \text{GPa}\approx274\ \text{MPa}.$$

The bulk limit is $15/0.2722=55$ MPa, and the film strength is $55+274\approx330$ MPa, six times larger. At 1000 nm the strength is 93 MPa; at 50 nm it is 540 MPa. The line term equals the bulk limit near 655 nm.

Next, find the stress that cooling imposes. Let the film be stress-free at 358 K and cool to 298 K on a substrate that contracts less, with an expansion mismatch of $14\times10^{-6}$ per kelvin. The elastic strain is $\varepsilon=14\times10^{-6}\times60=8.4\times10^{-4}$.

A (111) copper film is elastically anisotropic, so its modulus is found from cubic constants. For in-plane strain $\varepsilon$ and normal strain $\varepsilon_n$, each diagonal stress in the cube axes is $P=A(2\varepsilon+\varepsilon_n)/3$, with $A=C_{11}+2C_{12}$. Each off-diagonal stress is $R=2C_{44}(\varepsilon_n-\varepsilon)/3$. The stress normal to the film is $P+2R$, which must vanish, and the in-plane stress is $P-R=-3R$. The first condition gives $\varepsilon-\varepsilon_n=3A\varepsilon/(A+4C_{44})$, hence

$$M=\frac{\sigma}{\varepsilon}=\frac{6C_{44}A}{A+4C_{44}}=\frac{6\times75\times410}{710}\approx260\ \text{GPa}.$$

The elastic stress is $260\ \text{GPa}\times8.4\times10^{-4}\approx218$ MPa. This is four times the bulk limit, yet below the predicted strength of the 100 nm film. The model therefore predicts that the film remains elastic. Flow would start after 91 K of cooling; the bulk limit would put it at 15 K.

The error matters for anything driven by stored energy, such as peeling. The elastic energy per area is $\sigma^2h/M$, which is 18 mJ/m² here. Capping the stress at 55 MPa would give 1.2 mJ/m², too low by a factor of about 16.

The same cooling takes a 1000 nm film past its 93 MPa threshold. If one set of parallel lines relaxed the whole excess strain in the direction across them, their spacing would be $b_pM/(218-93\ \text{MPa})\approx153$ nm, much less than the thickness. This is only a scale: one set of lines does not relieve stress at the biaxial modulus, and other criteria for returning to threshold give about 100 to 180 nm. The assumption of isolated lines then fails. The formula gives the onset of flow in that film, not its later hardening.

## Changing the constraint

If the strengthening comes from lines left at boundaries, changing the boundaries should change it. Put a thick, unyielding cap of the same stiffness on the film. Two opposite lines now remain on one slip plane, a distance $L=h/\sin\phi$ apart. On that plane one line produces edge shear $\mu b_e/[2\pi(1-\nu)L]$ and screw shear $\mu b_s/(2\pi L)$, so the lines attract with force $K/(2\pi L)$. Integration gives

$$W_{\rm cap}=\frac{K}{2\pi}\ln\frac{h}{r_0\sin\phi}.$$

At 100 nm the line term rises from 274 to 554 MPa. Using one $r_0$ for both cases hides different constants of order one, so "about double" is the result to keep.

A free-standing film has no blocked interface. The dislocation leaves two surface steps instead. Charging the full height of each step, $b\cos\lambda=0.209$ nm, at a rough surface energy of 1.8 J/m² gives 0.376 nJ/m per step. Two steps add about 102 MPa at 100 nm, a rough estimate. Thinness alone therefore does not bring the interface term; the bond to the substrate does.

## When heat undoes the strength

Atoms can also relax tension by moving from the surface into grain boundaries. Let vertical boundaries be spaced by $d$ in both in-plane directions, with diffusivity times width $\delta D$, and let $z$ be depth below the surface. Normal tension lowers an atom's chemical potential by $\sigma\Omega$, where $\Omega$ is the atomic volume. The inward volume flow per unit boundary length is

$$J=\frac{\delta D\,\Omega}{kT}\frac{\partial\sigma}{\partial z}.$$

Material accumulates at the rate $-\partial J/\partial z$ and wedges the grains apart. Spread over the spacing $d$, it reduces the elastic strain, so

$$\frac{\partial\sigma}{\partial t}=\frac{M\Omega\,\delta D}{kTd}\frac{\partial^2\sigma}{\partial z^2}.$$

The stress vanishes at the surface, and no atoms cross the interface. The slowest mode is $\sin(\pi z/2h)$, whose decay time is

$$t_1=\frac{4h^2d\,kT}{\pi^2M\Omega\,\delta D}.$$

Treating the strain as local is crude when $d\approx h$. With $d=h=100$ nm and the rough copper value $\delta D=5\times10^{-15}\,\text{m}^3\text{s}^{-1}\exp[-104\ \text{kJ mol}^{-1}/(RT)]$, $t_1$ is about $2\times10^8$ s at 298 K, $2\times10^5$ s at 358 K and 0.03 s at 673 K. On these numbers, a film cooled to 298 K within hours keeps most of its stress for months, but loses a substantial part over a few years. The low-temperature times are far from certain: at 298 K a change of 10 kJ/mol in the activation energy changes $t_1$ by a factor of about 57, and lower values reported for pure copper boundaries, roughly 70 to 90 kJ/mol with their own prefactors, would shorten it to hours or days. The model also assumes that the surface supplies atoms freely, which an oxide or cap hinders. At 673 K an uncapped film with grains no wider than its thickness soon loses most of its stress. The bond to the substrate preserves a part that this local model misses, and that part is larger in wider grains. With $d$ proportional to $h$, $t_1$ varies as $h^3$, so in this regime thinner films relax faster.

## How far to trust the number

Real copper films of about this thickness commonly carry a few hundred MPa, roughly, against a few tens for soft annealed bulk copper. The calculated 330 MPa is in that range, but the agreement should not be pressed. Changing $r_0$ from $b/4$ to $2b$ moves the line term from 338 to 243 MPa. With $r_0=2b$ the strength is 298 MPa, still above the 218 MPa load. Silicon's greater stiffness raises the logarithmic coefficient of the screw part by about 17%; the edge part, which carries most of $K$, rises less, so the whole line energy rises by roughly 10%. One surface step, also neglected, could add roughly 50 MPa.

The largest correction estimated here concerns the assumption that a dislocation can run far. If grain boundaries stop it after a distance $d$, each grain needs a loop of its own, and a new loop also leaves two side segments of length $h/\sin\phi$. At equal energy per length, balancing the work done over the whole loop against its energy multiplies the line term by $1+2h/(d\sin\phi)$, or 3.1 for $d=h$. That would bring 274 MPa to about 860 MPa. This is the cost of forming a loop; a dislocation that already crosses the film can start to move at a lower stress. A shortage of mobile dislocations would also delay flow. Real copper films on silicon usually sit on a barrier layer. If that layer is amorphous, the core of the line left at the interface may spread, and its energy is then not the one calculated here.

For design, a bulk yield stress should therefore not be used as a ceiling on the stress in a bonded film. For cold films with slow diffusion, a blocked interface, mobile dislocations and grains much wider than the thickness, $\sigma_y(h)$ estimates the onset of flow; in narrower grains, the need to form new loops can raise it; for hot, uncapped films, $t_1$ must be compared with the time of use. The numerical output lists the values for the other thicknesses.

## Table of computed values

```
Inputs: shear modulus 47 GPa, Poisson ratio 0.34
Burgers length b = core length r0 = 0.256 nm
Friction stress tau0 = 15 MPa
Cubic constants C11, C12, C44 = 168, 121, 75 GPa
Expansion mismatch = 14 ppm/K
Temperatures: 358 K to 298 K, cooling 60 K
Equally loaded slip systems = 6
cos(phi) = 0.3333, sin(phi) = 0.9428, cos(lambda) = 0.8165
Resolved shear factor S = 0.2722
Screw part |b_s| = 0.1280 nm
Edge part b_e = 0.2217 nm
In-plane b_p = 0.0739 nm, normal part b_z = 0.2090 nm
Energy factor K = 4.270 nJ/m
Surface force at 100 nm: quadrature 3.3982 mN/m
Surface force at 100 nm: formula 3.3982 mN/m
Interface line energy at 100 nm = 2.028 nJ/m
The same line energy = 12.66 eV/nm
Scaled thread speed at 0.9 of threshold = -0.128
Scaled thread speed at 1.2 of threshold = 0.251
Bulk limit tau0/S = 55.1 MPa
h = 50 nm: line term 485.1 MPa, strength 540.2 MPa
h = 100 nm: line term 274.4 MPa, strength 329.5 MPa
h = 200 nm: line term 153.1 MPa, strength 208.3 MPa
h = 500 nm: line term 69.7 MPa, strength 124.8 MPa
h = 1000 nm: line term 38.0 MPa, strength 93.1 MPa
Line term equals bulk limit at h = 655 nm
Biaxial modulus M of (111) film = 259.9 GPa
Elastic stress after cooling = 218.3 MPa
Cooling to start flow, 100 nm film = 90.6 K
Cooling to start flow, bulk limit = 15.1 K
Stored energy, 100 nm film = 18.34 mJ/m^2
Stored energy if capped at bulk limit = 1.17 mJ/m^2
Stored energy ratio = 15.7
Neglected effects, 100 nm film:
Line term with core length b/4 = 338.2 MPa
Line term with core length 2b = 242.5 MPa
Isotropic biaxial modulus = 190.8 GPa
Cubic slip-plane shear modulus = 40.7 GPa
Low strength (core 2b, cubic slip modulus) = 265.0 MPa
Substrate shear modulus = 66 GPa
Substrate stiffness factor on line energy (screw) = 1.168
Surface energy = 1.8 J/m^2
Surface step energy, upper size = 0.376 nJ/m
Free-standing step term, upper size = 101.8 MPa
Line term with thick cap = 554.2 MPa, ratio 2.02
Line-length factor for grain size = thickness: 3.12
Line spacing after yield, 1000 nm film, rough = 153 nm
Boundary diffusion: prefactor 5.0e-15 m^3/s, energy 104 kJ/mol
Atomic volume = 0.01186 nm^3, grain size = 100 nm
Diffusive relaxation time at 298 K = 1.83e+08 s
Diffusive relaxation time at 358 K = 1.94e+05 s
Diffusive relaxation time at 673 K = 2.88e-02 s
```
